# Band gap and bridge-orbital order on the CE zigzag chain: verification in Python

```python
"""Double exchange of eg electrons on the zigzag chain of the CE phase.

Result under test: with hopping t between 3x2-r2 orbitals along x, bonds in the
order x,x,y,y and one spinless electron per bridge-corner pair, the bands are
E = +-t sqrt(2 - cos k) and two flat bands at 0; the gap is t, and bridge sites
hold only the orbital that points along the chain.  The gap needs two corner
orbitals, one with uniform (a) and one with alternating (b) hopping sign, and
equals 2 min(|a|,|b|).
Symbols: k phase per bridge-corner pair; orbital basis (3z2-r2, x2-y2);
"orthogonal" = the bridge orbital without hopping along the chain.
Energies are in units of t inside the functions, and in eV in the output.
"""
from itertools import combinations, product
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import eigsh
from scipy.special import ellipe, expit

ROOT3 = np.sqrt(3.0)


def eg_functions(x, y, z):
    """Angular parts of 3z2-r2 and x2-y2 with a common normalization."""
    return np.array([(3 * z**2 - 1) / 2, ROOT3 / 2 * (x**2 - y**2)])


# ---- orbital that points along each axis, by quadrature on the sphere ----
nodes, node_weights = np.polynomial.legendre.leggauss(12)
azimuth = 2 * np.pi * np.arange(24) / 24
cos_theta, phi = np.meshgrid(nodes, azimuth, indexing="ij")
sin_theta = np.sqrt(1 - cos_theta**2)
direction = (sin_theta * np.cos(phi), sin_theta * np.sin(phi), cos_theta)
solid_angle = node_weights[:, None] * 2 * np.pi / 24 * np.ones_like(phi)
axial = {}
for name, component in zip("xyz", direction):
    target = (3 * component**2 - 1) / 2
    axial[name] = 5 / (4 * np.pi) * np.sum(
        eg_functions(*direction) * target * solid_angle, axis=(1, 2))
assert np.allclose(axial["x"], [-0.5, ROOT3 / 2], atol=1e-12)
assert np.allclose(axial["y"], [-0.5, -ROOT3 / 2], atol=1e-12)
assert np.allclose(axial["z"], [1, 0], atol=1e-12)


def orthogonal(name):
    return np.array([-axial[name][1], axial[name][0]])


# The orthogonal orbital averages to zero around the bond axis, so an axially
# symmetric bond cannot couple it to a sigma orbital of the ligand.
for polar in (0.3, 0.9, 1.4):
    around_x = eg_functions(np.cos(polar) * np.ones(24),
                            np.sin(polar) * np.cos(azimuth),
                            np.sin(polar) * np.sin(azimuth)).mean(axis=1)
    assert abs(orthogonal("x") @ around_x) < 1e-12


# ---- closed chains in real space with both orbitals on every site ----
def bridge_sites(bonds):
    return [i for i in range(len(bonds)) if bonds[i - 1] == bonds[i]]


def chain(bonds, active_level=0.0, orthogonal_level=0.0):
    n = len(bonds)
    h = np.zeros((2 * n, 2 * n))
    for i, name in enumerate(bonds):
        j = (i + 1) % n
        block = -np.outer(axial[name], axial[name])
        h[2*i:2*i+2, 2*j:2*j+2] += block
        h[2*j:2*j+2, 2*i:2*i+2] += block.T
    for i in bridge_sites(bonds):
        v, o = axial[bonds[i]], orthogonal(bonds[i])
        h[2*i:2*i+2, 2*i:2*i+2] += (active_level * np.outer(v, v)
                                    + orthogonal_level * np.outer(o, o))
    return h


def fill(h, electrons):
    energy, state = np.linalg.eigh(h)
    occupied = state[:, :electrons]
    return energy, occupied @ occupied.T


def bridge_occupation(rho, bonds):
    """Mean occupation of the (chain-directed, orthogonal) bridge orbitals."""
    result = []
    for i in bridge_sites(bonds):
        block = rho[2*i:2*i+2, 2*i:2*i+2]
        v, o = axial[bonds[i]], orthogonal(bonds[i])
        result.append((v @ block @ v, o @ block @ o))
    return np.mean(result, axis=0)


pairs = 100
zigzag = "xxyy" * (pairs // 2)
k_values = 2 * np.pi * np.arange(pairs) / pairs
levels, density = fill(chain(zigzag), pairs)
band = np.sqrt(2 - np.cos(k_values))
predicted = np.sort(np.concatenate([-band, band, np.zeros(2 * pairs)]))
assert np.allclose(levels, predicted, atol=1e-10)
gap = levels[pairs] - levels[pairs - 1]
assert abs(gap - 1) < 1e-10

bridge_active, bridge_orth = bridge_occupation(density, zigzag)
assert abs(bridge_active - 0.5) < 1e-10 and abs(bridge_orth) < 1e-10
corner_blocks = [density[2*i:2*i+2, 2*i:2*i+2] for i in range(0, 2 * pairs, 2)]
for block in corner_blocks:
    assert np.allclose(block, np.diag([(ROOT3 - 1) / 4, (3 - ROOT3) / 4]),
                       atol=1e-10)
corner_z, corner_x = np.diag(np.mean(corner_blocks, axis=0))

energy_zigzag = levels[:pairs].sum() / (2 * pairs)
assert abs(energy_zigzag + ROOT3 / np.pi * ellipe(2 / 3)) < 1e-10
straight = "x" * 202          # 101 electrons form a closed shell here
straight_levels, straight_density = fill(chain(straight), 101)
energy_straight = straight_levels[:101].sum() / 202
assert abs(energy_straight + 2 / np.pi) < 1e-4   # finite-length error
assert energy_zigzag < energy_straight
assert bridge_occupation(straight_density, straight)[1] < 1e-10

# The gap protects the bridge orbital against a field favouring the other one.
field_response = {}
for field in (0.9, 1.1):
    _, rho = fill(chain(zigzag, orthogonal_level=-field), pairs)
    field_response[field] = bridge_occupation(rho, zigzag)[1]
_, rho = fill(chain(straight, orthogonal_level=-0.1), 101)
straight_response = bridge_occupation(rho, straight)[1]
assert field_response[0.9] < 1e-10 and field_response[1.1] > 1e-3
assert straight_response > 1e-3


# ---- which feature of the corner opens the gap ----
def corner_model_gap(a, b, alternating, m=100):
    h = np.zeros((3 * m, 3 * m))
    for corner in range(m):
        for bridge in (corner, (corner + 1) % m):
            sign = -1 if alternating and bridge % 2 else 1
            h[3 * bridge, 3 * corner + 1] = -a
            h[3 * bridge, 3 * corner + 2] = -b * sign
    e = np.linalg.eigvalsh(h + h.T)
    return e[m] - e[m - 1]


for a, b in ((0.5, ROOT3 / 2), (0.8, 0.3), (0.4, 0.4)):
    assert abs(corner_model_gap(a, b, True) - 2 * min(a, b)) < 1e-9
gap_no_alternation = corner_model_gap(0.5, ROOT3 / 2, False)
gap_one_channel = corner_model_gap(0.0, ROOT3 / 2, True)
assert abs(gap_no_alternation) < 1e-9 and abs(gap_one_channel) < 1e-9

# ---- example: rough values in the regime of a half-doped manganite ----
t_eV, hund_eV, distortion_eV, repulsion_eV, temperature = 0.4, 2.5, 0.5, 3.0, 150.0

# Bridge distortion: chain-directed level down, orthogonal level up.
delta = distortion_eV / t_eV
e_dist, rho_dist = fill(chain(zigzag, -delta / 2, delta / 2), pairs)
gap_distorted = e_dist[pairs] - e_dist[pairs - 1]
assert abs(gap_distorted - delta / 4 - np.sqrt(delta**2 / 16 + 1)) < 1e-10
bridge_distorted = bridge_occupation(rho_dist, zigzag)[0]
root = np.sqrt(delta**2 / 16 + 2 - np.cos(k_values))
assert abs(bridge_distorted - np.mean(1 + delta / 4 / root) / 2) < 1e-10


# ---- finite Hund splitting in the three-dimensional CE spin pattern ----
def ce_crystal(hund, distortion=0.0):
    """Indirect gap and orthogonal-orbital occupation per bridge (both spins).

    Spin-up electrons only; the spin-down sector is its mirror image.
    """
    size = (4, 4, 2)
    sites = list(product(*(range(n) for n in size)))
    number = {site: i for i, site in enumerate(sites)}
    dim = 2 * len(sites)
    inside, wraps = np.zeros((dim, dim)), np.zeros((3, dim, dim))
    orth_projector = np.zeros((dim, dim))
    for site, i in number.items():
        x, y, z = site
        place = (x + y) % 4                 # position along the zigzag
        chain_index = (x - y - (0, 1, 2, 1)[place]) // 2
        here = slice(2 * i, 2 * i + 2)
        if (chain_index + z) % 2:           # core spin points down
            inside[here, here] += hund * np.eye(2)
        if place % 2:
            name = "x" if place == 1 else "y"
            v, o = axial[name], orthogonal(name)
            inside[here, here] += distortion / 2 * (np.outer(o, o) - np.outer(v, v))
            orth_projector[here, here] = np.outer(o, o)
        for g, name in enumerate("xyz"):
            target = list(site)
            target[g] = (site[g] + 1) % size[g]
            j = number[tuple(target)]
            there = slice(2 * j, 2 * j + 2)
            block = -np.outer(axial[name], axial[name])
            if site[g] + 1 == size[g]:
                wraps[g][here, there] += block
            else:
                inside[here, there] += block
                inside[there, here] += block.T
    filled = len(sites) // 4                # half of 0.5 electron per site
    top, bottom, orth = -np.inf, np.inf, []
    for n in product(range(6), range(6), range(4)):
        phase = np.exp(2j * np.pi * np.array(n) / np.array([6, 6, 4]))
        hop = np.tensordot(phase, wraps, axes=1)
        e, c = np.linalg.eigh(inside + hop + hop.conj().T)
        top, bottom = max(top, e[filled - 1]), min(bottom, e[filled])
        c = c[:, :filled]
        orth.append(np.sum(c.conj() * (orth_projector @ c)).real)
    return bottom - top, 2 * np.mean(orth) / (len(sites) // 2)


gap_limit, orth_limit = ce_crystal(4000.0)
assert abs(gap_limit - 1) < 5e-3            # remainder is of order t/Hund
assert orth_limit < 1e-4
gap_hund, orth_hund = ce_crystal(hund_eV / t_eV)
gap_both, orth_both = ce_crystal(hund_eV / t_eV, delta)

# ---- inter-orbital repulsion: exact diagonalization of an 8-site ring ----
ring_bonds = "xxyyxxyy"
rotation = np.eye(16)
for i in bridge_sites(ring_bonds):
    rotation[2*i:2*i+2, 2*i:2*i+2] = np.column_stack(
        [axial[ring_bonds[i]], orthogonal(ring_bonds[i])])
ring_h = rotation.T @ chain(ring_bonds) @ rotation
hops = [(p, q, ring_h[p, q]) for p in range(16) for q in range(16)
        if abs(ring_h[p, q]) > 1e-12]


def interacting_ground(electrons, repulsion):
    basis = [sum(1 << p for p in c) for c in combinations(range(16), electrons)]
    position = {s: i for i, s in enumerate(basis)}
    rows, columns, values = [], [], []
    for i, s in enumerate(basis):
        rows.append(i)
        columns.append(i)
        values.append(repulsion * (s & (s >> 1) & 0x5555).bit_count())
        for p, q, amplitude in hops:
            if s >> q & 1 and not s >> p & 1:
                low, high = min(p, q), max(p, q)
                between = (s >> (low + 1)) & ((1 << (high - low - 1)) - 1)
                rows.append(position[s ^ (1 << q) ^ (1 << p)])
                columns.append(i)
                values.append(amplitude * (-1) ** between.bit_count())
    h = coo_matrix((values, (rows, columns)), shape=(len(basis),) * 2).tocsr()
    start = np.random.default_rng(1).normal(size=len(basis))
    e, c = eigsh(h, k=1, which="SA", v0=start, ncv=40)
    weight = c[:, 0] ** 2
    occupation = np.array([sum(w for s, w in zip(basis, weight) if s >> p & 1)
                           for p in range(16)])
    return e[0], occupation


def ring_gap(repulsion):
    e3, e4, e5 = (interacting_ground(n, repulsion) for n in (3, 4, 5))
    return e5[0] + e3[0] - 2 * e4[0], e4[1]


gap_free, occupation_free = ring_gap(0.0)
assert abs(gap_free - 1) < 1e-7
gap_repulsion, occupation_repulsion = ring_gap(repulsion_eV / t_eV)
ring_bridges = bridge_sites(ring_bonds)
ring_active = np.mean([occupation_repulsion[2 * i] for i in ring_bridges])
ring_orth = np.mean([occupation_repulsion[2 * i + 1] for i in ring_bridges])

# ---- thermal excitation across the ideal gap ----
kT = constants.k * temperature / constants.e
upper = t_eV * band


def excited(mu):
    return np.mean(2 * expit(mu / kT) + expit((mu - upper) / kT))


def holes(mu):
    return np.mean(expit((-upper - mu) / kT))


mu = brentq(lambda m: np.log(excited(m) / holes(m)), -0.99 * t_eV, -0.01 * t_eV)

print("INPUTS (rough values, regime of Pr0.5Ca0.5MnO3)")
print(f"hopping t                                  {t_eV:.2f} eV")
print(f"Hund splitting                             {hund_eV:.2f} eV")
print(f"bridge distortion splitting                {distortion_eV:.2f} eV")
print(f"effective inter-orbital repulsion          {repulsion_eV:.2f} eV")
print(f"temperature                                {temperature:.0f} K")
print("IDEAL CHAIN")
print(f"3x2-r2 in basis (3z2-r2, x2-y2)            {axial['x'][0]:.4f}, {axial['x'][1]:.4f}")
print(f"overlap of 3x2-r2 with 3y2-r2              {axial['x'] @ axial['y']:.4f}")
print(f"corner amplitude to 3z2-r2                 {-t_eV * axial['x'][0]:.4f} eV")
print(f"corner amplitude to x2-y2, x bridge        {-t_eV * axial['x'][1]:.4f} eV")
print(f"corner amplitude to x2-y2, y bridge        {-t_eV * axial['y'][1]:.4f} eV")
print(f"bottom of filled band                      {t_eV * levels[0]:.4f} eV")
print(f"top of filled band                         {t_eV * levels[pairs - 1]:.4f} eV")
print(f"band gap                                   {t_eV * gap:.4f} eV")
print(f"gap without sign alternation               {t_eV * abs(gap_no_alternation):.4f} eV")
print(f"gap with alternating x2-y2 channel only    {t_eV * abs(gap_one_channel):.4f} eV")
print(f"bridge occupation, chain-directed orbital  {bridge_active:.4f} electrons")
print(f"bridge occupation, orthogonal orbital      {abs(bridge_orth):.4f} electrons")
print(f"corner occupation, 3z2-r2                  {corner_z:.4f} electrons")
print(f"corner occupation, x2-y2                   {corner_x:.4f} electrons")
print(f"energy per site, zigzag                    {energy_zigzag:.4f} t = {t_eV * energy_zigzag:.4f} eV")
print(f"energy per site, straight (202 sites)      {energy_straight:.4f} t = {t_eV * energy_straight:.4f} eV")
print(f"zigzag minus straight, per site            {t_eV * (energy_zigzag - energy_straight):.4f} eV")
print("FIELD FAVOURING THE ORTHOGONAL BRIDGE ORBITAL")
print(f"its occupation, zigzag, field 0.9 t        {abs(field_response[0.9]):.4f} electrons per bridge")
print(f"its occupation, zigzag, field 1.1 t        {field_response[1.1]:.4f} electrons per bridge")
print(f"its occupation, straight, field 0.1 t      {straight_response:.4f} electrons per site")
print("NEGLECTED EFFECTS")
print(f"distortion only: gap                       {t_eV * gap_distorted:.4f} eV")
print(f"distortion only: bridge occupation         {bridge_distorted:.4f} electrons")
print(f"finite Hund, 3D: indirect gap              {t_eV * gap_hund:.4f} eV")
print(f"finite Hund, 3D: orthogonal occupation     {orth_hund:.4f} electrons per bridge")
print(f"Hund + distortion, 3D: indirect gap        {t_eV * gap_both:.4f} eV")
print(f"Hund + distortion, 3D: orthogonal occup.   {orth_both:.4f} electrons per bridge")
print(f"8-site ring, no repulsion: charge gap      {t_eV * gap_free:.4f} eV")
print(f"8-site ring, repulsion: charge gap         {t_eV * gap_repulsion:.4f} eV")
print(f"8-site ring, repulsion: bridge, directed   {ring_active:.4f} electrons")
print(f"8-site ring, repulsion: bridge, orthogonal {ring_orth:.4f} electrons")
print(f"thermal energy kT                          {kT:.4f} eV")
print(f"thermally excited electrons per pair       {excited(mu):.1e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUTS (rough values, regime of Pr0.5Ca0.5MnO3)
hopping t                                  0.40 eV
Hund splitting                             2.50 eV
bridge distortion splitting                0.50 eV
effective inter-orbital repulsion          3.00 eV
temperature                                150 K
IDEAL CHAIN
3x2-r2 in basis (3z2-r2, x2-y2)            -0.5000, 0.8660
overlap of 3x2-r2 with 3y2-r2              -0.5000
corner amplitude to 3z2-r2                 0.2000 eV
corner amplitude to x2-y2, x bridge        -0.3464 eV
corner amplitude to x2-y2, y bridge        0.3464 eV
bottom of filled band                      -0.6928 eV
top of filled band                         -0.4000 eV
band gap                                   0.4000 eV
gap without sign alternation               0.0000 eV
gap with alternating x2-y2 channel only    0.0000 eV
bridge occupation, chain-directed orbital  0.5000 electrons
bridge occupation, orthogonal orbital      0.0000 electrons
corner occupation, 3z2-r2                  0.1830 electrons
corner occupation, x2-y2                   0.3170 electrons
energy per site, zigzag                    -0.6953 t = -0.2781 eV
energy per site, straight (202 sites)      -0.6366 t = -0.2547 eV
zigzag minus straight, per site            -0.0235 eV
FIELD FAVOURING THE ORTHOGONAL BRIDGE ORBITAL
its occupation, zigzag, field 0.9 t        0.0000 electrons per bridge
its occupation, zigzag, field 1.1 t        0.2100 electrons per bridge
its occupation, straight, field 0.1 t      0.0198 electrons per site
NEGLECTED EFFECTS
distortion only: gap                       0.5441 eV
distortion only: bridge occupation         0.6132 electrons
finite Hund, 3D: indirect gap              0.0185 eV
finite Hund, 3D: orthogonal occupation     0.0250 electrons per bridge
Hund + distortion, 3D: indirect gap        0.2217 eV
Hund + distortion, 3D: orthogonal occup.   0.0108 electrons per bridge
8-site ring, no repulsion: charge gap      0.4000 eV
8-site ring, repulsion: charge gap         0.3736 eV
8-site ring, repulsion: bridge, directed   0.5847 electrons
8-site ring, repulsion: bridge, orthogonal 0.0000 electrons
thermal energy kT                          0.0129 eV
thermally excited electrons per pair       8.7e-08
ALL CHECKS PASSED
```
